# Saturation of an Inhomogeneous Magnetic-Resonance Line: Plateau and Final Fall

## 1. What scaling fixes

A resonance line is made of many spin packets, each with its own resonance frequency \(\omega_0\). Let \(h(\omega_0)\,d\omega_0\) be the fraction of spins in an interval, with \(\int h\,d\omega_0=1\). The absorption signal \(v\) is the transverse magnetization in quadrature with the microwave field. It is proportional to the equilibrium magnetization \(M_0\) of the sample.

If \(h\) hardly varies over the width of a packet, a spectrometer at a frequency \(\omega\) in the main part of the line senses essentially the local density \(h(\omega)\), which has the dimension of time. The signals of independent packets add, so \(v\) is proportional to this density. The other available quantities are the relaxation times \(T_1,T_2\) and the drive rate \(\omega_1=\gamma B_1\). Dimensions then require

\[
v=\frac{M_0h(\omega)}{\sqrt{T_1T_2}}\,F\!\left(x,\frac{T_1}{T_2}\right),\qquad x=\omega_1\sqrt{T_1T_2}.
\]

A half turn about the static field reverses both \(B_1\) and the transverse magnetization, so \(F\) is odd in \(x\). Section 2 shows that the Bloch equations remove the argument \(T_1/T_2\), and section 3 gives \(F=\pi x/\sqrt{1+x^2}\). This function levels off at large field. A real line has a finite width, however, and the signal at the centre of a Gaussian line passes a maximum and then falls. The broader the line, the flatter this maximum. Both results are needed to interpret a saturation curve.

## 2. One packet

Take \(\gamma>0\) as a magnitude, \(\omega_0=\gamma B_0\), and the rotating field

\[
\mathbf B=(B_1\cos\omega t',\,-B_1\sin\omega t',\,B_0),
\]

where \(t'\) is time. A linearly oscillating field of amplitude \(2B_1\) contains this component; its counter-rotating partner is neglected. For negative \(\gamma\) the sense of rotation is reversed.

Use the rotating unit vectors

\[
\mathbf e_1=(\cos\omega t',-\sin\omega t',0),\qquad
\mathbf e_2=(\sin\omega t',\cos\omega t',0),
\]

for which \(\dot{\mathbf e}_1=-\omega\mathbf e_2\), \(\dot{\mathbf e}_2=\omega\mathbf e_1\) and \(\mathbf e_1\times\mathbf e_2=\mathbf e_z\). Write \(\mathbf M=u\mathbf e_1+v\mathbf e_2+M_z\mathbf e_z\). Then

\[
\dot{\mathbf M}=(\dot u+\omega v)\mathbf e_1+(\dot v-\omega u)\mathbf e_2+\dot M_z\mathbf e_z,
\]
\[
\gamma\mathbf M\times\mathbf B=\omega_0v\,\mathbf e_1+(\omega_1M_z-\omega_0u)\mathbf e_2-\omega_1v\,\mathbf e_z .
\]

Equate components, add Bloch relaxation, and set \(\Delta=\omega_0-\omega\). In the steady state

\[
0=\Delta v-\frac{u}{T_2},\quad
0=\omega_1M_z-\Delta u-\frac{v}{T_2},\quad
0=-\omega_1v+\frac{M_0-M_z}{T_1}.
\]

Here \(M_0\) is the equilibrium magnetization of the packet considered. Now scale the variables:

\[
u=M_0\sqrt{\frac{T_2}{T_1}}\,U,\quad v=M_0\sqrt{\frac{T_2}{T_1}}\,V,\quad M_z=M_0Z,\quad \delta=\Delta T_2 .
\]

Multiplying the first two equations by \(T_2\), the third by \(T_1\), and removing common factors gives

\[
U=\delta V,\qquad xZ=\delta U+V,\qquad xV=1-Z .
\]

The ratio \(T_1/T_2\) has disappeared. Substituting the first and third equations into the second gives \(x(1-xV)=(1+\delta^2)V\), so

\[
V=\frac{x}{1+\delta^2+x^2},\qquad
v=M_0\frac{\omega_1T_2}{1+\Delta^2T_2^2+x^2}. \tag{1}
\]

At resonance \(V=x/(1+x^2)\). Its derivative, \((1-x^2)/(1+x^2)^2\), vanishes at \(x=1\). A single packet therefore passes a maximum of height \(\tfrac12M_0\sqrt{T_2/T_1}\) and then falls, in proportion to \(1/B_1\) once \(x\gg1\).

**Signal and absorbed power are different quantities.** The energy density is \(-\mathbf M\cdot\mathbf B\), and the source of the field does work at the rate \(P=-\mathbf M\cdot\dot{\mathbf B}\). Since \(\dot{\mathbf B}=-\omega B_1\mathbf e_2\),

\[
P=\omega B_1v. \tag{2}
\]

For one packet at resonance, \(P\) is proportional to \(x^2/(1+x^2)\) and levels off, although \(v\) falls. Below, "signal" means \(v\), as recorded by a detector linear in the microwave field at fixed gain.

## 3. From packets to the convolution

Let \(t=\sqrt{1+x^2}\), \(\Gamma=t/T_2\), and define the unit-area Lorentzian

\[
L_\Gamma(\Delta)=\frac1\pi\frac{\Gamma}{\Gamma^2+\Delta^2}.
\]

Dividing numerator and denominator of (1) by \(T_2^2\) gives

\[
v=M_0\frac{\omega_1/T_2}{\Gamma^2+\Delta^2}
=M_0\frac{\omega_1}{T_2\Gamma}\,\pi L_\Gamma(\Delta)
=M_0\frac{\pi\omega_1}{t}L_\Gamma(\Delta).
\]

A packet has half width \(\Gamma\), so saturation broadens it by the factor \(t\).

Let \(M_0\) now denote the magnetization of the whole sample. Packets with centres in \(d\omega_0\) carry \(M_0h(\omega_0)d\omega_0\), provided the equilibrium polarization is the same across the line. If the packets respond independently and share \(T_1\) and \(T_2\), their signals add:

\[
v(\omega)=\pi M_0\frac{\omega_1}{t}\int h(\omega_0)L_\Gamma(\omega_0-\omega)\,d\omega_0. \tag{3}
\]

This is a convolution because \(L_\Gamma\) is even.

**Broad-line limit.** When \(h\) is smooth and much broader than \(\Gamma\), and \(\omega\) lies in the main part of the line, replace \(h(\omega_0)\) by \(h(\omega)\) and use the unit area of \(L_\Gamma\). With \(\omega_1=x/\sqrt{T_1T_2}\),

\[
v(\omega)=\frac{\pi M_0h(\omega)}{\sqrt{T_1T_2}}\frac{x}{\sqrt{1+x^2}}. \tag{4}
\]

The plateau arises from two competing changes. The response of a resonant packet per unit drive falls as \(1/t^2\), while the range of packets that respond widens as \(t\). Their product falls as \(1/t\), and multiplication by the drive \(x\) gives \(x/t\to1\). Once \(x\gg1\), a further increase of the field gains signal from the flanks of packets and loses it at the centres, and the two changes nearly cancel.

In this limit the frequency dependence remains \(h(\omega)\), so the main part of the line saturates without changing shape. In the far wings of a Gaussian line, the Lorentzian tails of packets near the centre outweigh the few local packets, and (4) does not apply. A first-derivative signal, taken with small and slow modulation, is proportional to \(h'(\omega)x/t\) and also levels off in this limit. At finite width it passes a maximum earlier than the absorption does: for the line of section 7 the derivative peak reaches 0.88 of its plateau at \(x\approx3.4\), and stays within 10% of that value over a field ratio of about 6.4. For one packet the derivative with respect to \(\delta\) behaves differently. Setting \(\delta=ts\) in (1) shows that its peak scales as \(x/t^3\). The maximum satisfies \(1+x^2=3x^2\), hence \(x=1/\sqrt2\).

**Area at any width.** Integrate (3) over \(\omega\). The integrand is positive, so the integrations may be exchanged, and both distributions have unit area:

\[
\int v\,d\omega=\frac{\pi M_0}{\sqrt{T_1T_2}}\frac{x}{\sqrt{1+x^2}}. \tag{5}
\]

The area levels off for every normalized \(h\), even for a single packet. A falling peak can thus accompany a constant area, because the line broadens.

## 4. A Gaussian line of finite width

Let \(h\) be Gaussian with centre \(\omega_c\) and standard deviation \(\sigma\). Use

\[
L_\Gamma(\Delta)=\frac1\pi\int_0^\infty e^{-\Gamma\tau}\cos(\Delta\tau)\,d\tau .
\]

Averaging the cosine over the Gaussian at \(\omega=\omega_c\) gives \(e^{-\sigma^2\tau^2/2}\). Substitute \(\tau=\sqrt2\,u/\sigma\), where \(u\) is from here on an integration variable, and define

\[
a=\frac1{\sqrt2\,\sigma T_2},\qquad y=\frac{\Gamma}{\sqrt2\,\sigma}=at .
\]

The convolution at the centre becomes

\[
\frac{\sqrt2}{\pi\sigma}\int_0^\infty e^{-u^2-2yu}du=h(\omega_c)w(y),
\]
\[
w(y)=\frac2{\sqrt\pi}\int_0^\infty e^{-u^2-2yu}du=e^{y^2}\operatorname{erfc}(y),
\]

where \(h(\omega_c)=1/(\sigma\sqrt{2\pi})\), and the last form follows by completing the square. Relative to the plateau of (4), the central signal is

\[
S(x)=\frac{v(\omega_c)}{v_{\rm pl}}=\frac{x}{t}\,w(at),\qquad
v_{\rm pl}=\frac{\pi M_0h(\omega_c)}{\sqrt{T_1T_2}}. \tag{6}
\]

Away from the centre, keep the cosine and complete the square with a complex argument. The factor \(w(y)\) is then replaced by

\[
\operatorname{Re}\!\left[e^{-z^2}\operatorname{erfc}(-iz)\right],\qquad z=\frac{\omega-\omega_c+i\Gamma}{\sqrt2\,\sigma}, \tag{7}
\]

which is the Voigt profile divided by \(h(\omega_c)\).

## 5. The central signal has one maximum

Since \(dt/dx=x/t\), differentiating \(\ln S=\ln x-\ln t+\ln w(at)\) gives

\[
\frac{d\ln S}{dx}=\frac1x-\frac{x}{t^2}+\frac{ax}{t}\frac{w'(at)}{w(at)}
=\frac{1-x^2q(at)}{xt^2},\qquad q(y)=-\frac{yw'(y)}{w(y)}. \tag{8}
\]

Let \(\langle\cdot\rangle\) be the average with weight \(e^{-u^2-2yu}\) on \(u>0\), and let \(m=\langle u\rangle\). Differentiating the integral for \(w\) brings down \(-2u\), so \(q=2ym\). Differentiating the closed form instead gives \(w'=2yw-2/\sqrt\pi\), hence

\[
q(y)=2y\left[\frac1{\sqrt\pi\,w(y)}-y\right].
\]

The total derivatives of \(u\,e^{-u^2-2yu}\) and \(u^2e^{-u^2-2yu}\) integrate to zero. Therefore

\[
2\langle u^2\rangle+2ym=1,\qquad \langle u^3\rangle+y\langle u^2\rangle=m .
\]

The first identity gives \(q=1-2\langle u^2\rangle<1\). A stationary point needs \(x^2=1/q\), so it lies at \(x>1\).

It remains to show that \(q\) increases. Write \(e=\langle u^2\rangle=\tfrac12-ym\). The Cauchy–Schwarz inequality gives \(e^2<m\langle u^3\rangle=m^2-yme\), so

\[
m^2>e(e+ym)=\frac e2=\frac14-\frac{ym}{2}. \tag{9}
\]

Solving this quadratic inequality for positive \(m\) gives

\[
m>\frac{\sqrt{y^2+4}-y}{4}=\frac1{\sqrt{y^2+4}+y}. \tag{10}
\]

The weight changes with \(y\) through \(-2u\), so \(dm/dy=-2(e-m^2)\). Hence

\[
\frac{q'}2=m-2y(e-m^2)=m-y+2y^2m+2ym^2
>(1+y^2)m-\frac y2,
\]

where (9) was used in the last term. By (10), the right side is positive if \(2+2y^2>y\sqrt{y^2+4}+y^2\), that is, if \(2+y^2>\sqrt{y^4+4y^2}\). This holds because \((2+y^2)^2=y^4+4y^2+4\).

So \(x^2q(at)\) rises steadily from zero without bound and equals one at a single \(x\). By (8), \(S\) rises before that point and falls after it. Within this model, every finite Gaussian width leads to one maximum of the signal at the line centre, at a higher field than for a single packet. The proof covers only the centre. In the wings the maximum lies at much higher fields, for example near \(x\approx60\) at \(2\sigma\) from the centre for the line of section 7.

## 6. Limits

**Narrow packets, \(a\ll1\).** To first order \(w(y)\approx1-2y/\sqrt\pi\), because \(\int_0^\infty ue^{-u^2}du=\tfrac12\). For \(1\ll x\ll1/a\) we have \(t\approx x\) and \(x/t\approx1-1/(2x^2)\), so

\[
S\approx1-\frac1{2x^2}-\frac{2ax}{\sqrt\pi}.
\]

The second term is the incomplete approach to the plateau; the third is the loss from packets spreading beyond the line. Setting the derivative \(1/x^3-2a/\sqrt\pi\) to zero gives

\[
x_{\max}\approx\left(\frac{\sqrt\pi}{2a}\right)^{1/3}
=\left(\sqrt{\frac\pi2}\,\sigma T_2\right)^{1/3},\qquad
S_{\max}\approx1-\frac3{2x_{\max}^2}. \tag{11}
\]

The cube root matters in practice. Making the line a thousand times broader moves the maximum by a factor of only ten in field.

**Broad packets, \(a\gg1\).** The weight is then close to \(e^{-2yu}\), for which \(\langle u^2\rangle=1/(2y^2)\), so \(q\approx1-1/y^2\). Near the maximum \(y^2\approx2a^2\), and \(x^2=1/q\) gives \(x_{\max}\approx1+1/(4a^2)\). The single-packet result is recovered.

**Strong field, \(x\gg1\) and \(ax\gg1\).** Here \(w(y)\approx1/(\sqrt\pi y)\) and \(t\approx x\), so \(S\approx1/(\sqrt\pi ax)\). Multiplying by \(v_{\rm pl}\) gives

\[
v\approx\frac{M_0}{\omega_1T_1},\qquad
P\approx\frac{\omega M_0}{\gamma T_1}. \tag{12}
\]

All packets are saturated, and the power is limited by the rate at which spin-lattice relaxation removes energy. On the plateau, by contrast, \(v\) is nearly constant and (2) makes \(P\) grow in proportion to \(B_1\).

## 7. Worked example

Take a model line with the free-electron value \(\gamma=0.176086\) rad µs⁻¹ µT⁻¹, \(T_1=20\) µs, \(T_2=1\) µs, and a Gaussian standard deviation of 0.30 mT in field. Then

\[
\sigma=0.176086\times300=52.83\ \text{rad µs}^{-1},\qquad
a=\frac1{\sqrt2\times52.83\times1}=0.0134 .
\]

The field at which \(x=1\) is

\[
B_1=\frac1{0.176086\times\sqrt{20}}=1.270\ \text{µT},
\]

and the plateau is

\[
\frac{v_{\rm pl}}{M_0}=\frac{\pi}{52.83\sqrt{2\pi}\,\sqrt{20}}=0.00531 .
\]

If all spins formed one packet, the maximum would be \(\tfrac12\sqrt{1/20}=0.112\). The plateau is lower because the spins are spread in frequency.

In the table, "packet" is the resonant single-packet signal divided by its maximum, "broad" is \(x/t\), and \(S\) is the Gaussian signal divided by \(v_{\rm pl}\). The last column is the absorbed power divided by its limit in (12). The values of \(S\) were obtained by solving the three steady Bloch equations for each packet on a fine frequency grid and summing with Gaussian weights.

| \(x\) | \(B_1\) (µT) | packet | broad | \(S\) | power |
|---:|---:|---:|---:|---:|---:|
| 0.3 | 0.381 | 0.550 | 0.287 | 0.283 | 0.002 |
| 1 | 1.27 | 1.000 | 0.707 | 0.692 | 0.016 |
| 4 | 5.08 | 0.471 | 0.970 | 0.913 | 0.087 |
| 10 | 12.7 | 0.198 | 0.995 | 0.860 | 0.204 |
| 30 | 38.1 | 0.067 | 0.999 | 0.669 | 0.476 |
| 100 | 127 | 0.020 | 1.000 | 0.350 | 0.831 |

Between \(x=4\) and \(x=10\) the single-packet signal falls by more than half, while \(S\) falls by about 6%. Over the same interval the power rises by a factor \(0.2041/0.0866\approx2.4\), close to the field ratio of 2.5.

A numerical maximization of the packet sum puts the peak at \(x=4.05\), or \(B_1=5.15\) µT, with \(S=0.913\). Equation (11) gives

\[
x_{\max}\approx\left(\frac{1.7725}{2\times0.01339}\right)^{1/3}=4.045,\qquad
S_{\max}\approx1-\frac{1.5}{4.045^2}=0.908 .
\]

Even with \(\sigma T_2\approx53\), the signal never comes closer than about 9% to the ideal plateau.

The maximum is very flat. Root finding on (6) shows that the signal stays within 10% of its peak from 2.00 to 17.2 µT, a field ratio of 8.6. For a single packet the corresponding ratio is 2.55. A measurement confined to this region, and unable to resolve changes of 10%, could be mistaken for a true plateau.

The full width at half height, found from (7), is 0.713 mT at \(x=0.1\), 0.732 mT at the maximum and 1.49 mT at \(x=100\). The line thus keeps its width to about 3% up to the maximum and roughly doubles it by \(x=100\). The area, in units of \(\pi M_0/\sqrt{T_1T_2}\), is 0.995 at \(x=10\) and 1.000 at \(x=100\), while the height drops from 0.860 to 0.350. The fall in height at these fields is therefore a redistribution of the signal over frequency. These areas refer to an infinite frequency range. The Lorentzian tails fall slowly, and a sweep of ±5 mT captures only 0.988 at \(x=10\) and 0.93 at \(x=100\).

## 8. Use and limits of validity

- **Drive axis.** Use \(B_1\) of the co-rotating component. For a fixed linear resonator it is proportional to the square root of the microwave power.
- **Normalization.** If the software divides the signal by \(B_1\), the broad-line result becomes proportional to \(1/t\). It is then level at low field, where the undivided signal is still rising, and falls as \(1/B_1\) where the undivided signal has its plateau. Undo the division before applying (4) or (6).
- **Numerical evaluation.** Use a library routine for the scaled function \(e^{y^2}\operatorname{erfc}(y)\). Multiplying the two factors separately overflows or underflows at large \(y\). The bracket in \(q\) subtracts nearly equal numbers there. In double precision it loses the value of \(1-q\) beyond \(y\approx10^3\), where \(q\approx1-1/y^2\) should be used; at \(y=5\) that form still misstates \(1-q\) by about 10%.
- **What a fit determines.** In the broad limit the signal reaches half its plateau at \(x=1/\sqrt3\). With \(B_1\) calibrated, this fixes the product \(T_1T_2\), not the two times separately. The observed peak is not the plateau. For the line of section 7, half of the peak is reached at \(x=0.524\), and the rule then overestimates \(T_1T_2\) by about 21%; at \(\sigma T_2=1000\) the error is about 3%. Unless the line is very broad, fit (6) instead.

Equation (3) assumes steady-state slow passage and independent packets. Field modulation at angular frequency \(\omega_m\) is slow in this sense when \(\omega_mT_1\ll1\). For the example of section 7, 1 kHz meets this condition but 100 kHz gives \(\omega_mT_1\approx13\). The linear response of the Bloch equations then puts the in-phase derivative signal at \(x=4\), one \(\sigma\) from the centre, at 1.40 of its broad-limit plateau instead of 0.88. If spin excitation moves between packets within the relaxation time, their signals cannot be calculated separately. If \(T_1\) and \(T_2\) vary among the spins, (1) must also be averaged over their distribution. The resonator field must not be changed appreciably by the absorption. Finally, the Bloch equations keep \(T_1\) and \(T_2\) independent of the drive. In solids this can fail at strong fields, and the signal may then depart from (6). The final \(1/B_1\) fall does not require a constant \(T_2\): the third steady-state equation of section 2 gives \(v\approx M_0/(\omega_1T_1)\) whenever \(M_z\) has become small for all packets and \(T_1\) is constant.
